# Rashba wire with pairing: gap closing and end-mode splitting: a program that tests the result

```python
# Rashba wire with Zeeman energy V and pairing D (Bogoliubov-de Gennes form):
#   H(k) = (t k^2 - mu + alpha k sigma_y) tau_z + V sigma_x + D tau_x
# Results under test: the bulk gap closes only at k = 0, V^2 = D^2 + mu^2;
# above that field a wire of length L has levels +E0 and -E0 with
#   E0 = | sum_j B_j exp(-kappa_j L) |  at large L,
# kappa_j being the three decaying roots of
#   (t kappa^2 + mu)^2 + (alpha kappa + D)^2 = V^2.
# t = hbar^2/(2m). Energies in meV, lengths in nm.
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.linalg import solve_triangular
from scipy.optimize import brentq

mass_ratio, alpha, mu, pairing = 0.02, 50.0, 0.3, 0.4
t = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e21
v_crit = np.hypot(mu, pairing)

one = np.eye(2)
sx = np.array([[0.0, 1.0], [1.0, 0.0]])
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0])
eps = np.array([[0.0, 1.0], [-1.0, 0.0]])   # equals i * sigma_y


def bulk_levels(k, V, m=mu, D=pairing, a=alpha):
    """Eigenvalues of the 4x4 matrix for an array of wave numbers."""
    k = np.atleast_1d(k)[:, None, None]
    H = ((t * k**2 - m) * np.kron(sz, one) + a * k * np.kron(sz, sy)
         + V * np.kron(one, sx) + D * np.kron(sx, one))
    return np.linalg.eigvalsh(H)


def bulk_gap(V, k, **kw):
    return np.abs(bulk_levels(k, V, **kw)).min()


# ---- bulk spectrum: symbolic determinant and numerical eigenvalues
X, A, Vs, Ds = sp.symbols('X A V D', real=True)   # X = xi, A = alpha*k
kr = sp.kronecker_product
S0 = sp.eye(2)
SX = sp.Matrix([[0, 1], [1, 0]])
SY = sp.Matrix([[0, -sp.I], [sp.I, 0]])
SZ = sp.Matrix([[1, 0], [0, -1]])
Hs = X * kr(SZ, S0) + A * kr(SZ, SY) + Vs * kr(S0, SX) + Ds * kr(SX, S0)
claimed_det = (Vs**2 + A**2 - X**2 - Ds**2)**2 + 4 * A**2 * Ds**2
assert sp.expand(Hs.det(method='berkowitz') - claimed_det) == 0
chiral = kr(SY, SY)
assert (chiral * Hs + Hs * chiral).expand() == sp.zeros(4, 4)

rng = np.random.default_rng(1)
for _ in range(50):
    k, V, m, D = rng.uniform([-0.06, 0, -1, 0], [0.06, 2, 1, 1])
    xi, so = t * k * k - m, alpha * k
    base = xi**2 + so**2 + V**2 + D**2
    root = 2 * np.sqrt(V**2 * D**2 + xi**2 * (V**2 + so**2))
    hi, lo = np.sqrt(base + root), np.sqrt(max(base - root, 0.0))
    assert np.allclose(bulk_levels(k, V, m, D)[0], [-hi, -lo, lo, hi],
                       atol=1e-6)

# ---- the gap closes at one field only
fields = np.linspace(0, 2, 201)
k_grid = np.linspace(0, 0.08, 161)
for m, D in [(mu, pairing), (-0.8, 0.6), (0.0, 0.7)]:
    gaps = np.array([bulk_gap(V, k_grid, m=m, D=D) for V in fields])
    i0 = gaps.argmin()
    assert abs(fields[i0] - np.hypot(m, D)) < 1e-9 and gaps[i0] < 1e-9
    assert np.delete(gaps, i0).min() > 5e-3
# without spin-orbit coupling the wire is gapless above V = D (mu >= 0)
k_node = np.sqrt((mu + np.sqrt(1.0 - pairing**2)) / t)
gap_no_so = bulk_gap(1.0, k_node, a=0.0)
assert gap_no_so < 1e-9

# ---- finite wire with hard walls: orthonormal polynomials on [-1, 1]
N = 120
coef = np.zeros((N + 2, N))
for n in range(N):
    coef[n, n], coef[n + 2, n] = 1.0, -1.0
coef /= np.sqrt(4 * np.arange(N) + 6.0)
nodes, weights = leg.leggauss(N + 6)
f = leg.legval(nodes, coef)
df = leg.legval(nodes, leg.legder(coef, axis=0))
R = np.linalg.cholesky((f * weights) @ f.T)
g = solve_triangular(R, f, lower=True)
dg = solve_triangular(R, df, lower=True)
dg_end = solve_triangular(R, leg.legval(1.0, leg.legder(coef, axis=0)),
                          lower=True)
K2 = (dg * weights) @ dg.T
K2 = (K2 + K2.T) / 2
G1 = (g * weights) @ dg.T
G1 = (G1 - G1.T) / 2
IN = np.eye(N)


def wire_level(L, V):
    """Smallest |E| of the full four-component finite wire."""
    H = (np.kron(t * K2 * 4 / L**2 - mu * IN, np.kron(sz, one))
         - alpha * np.kron(G1 * 2 / L, np.kron(sz, eps))
         + np.kron(IN, V * np.kron(one, sx) + pairing * np.kron(sx, one)))
    return np.abs(np.linalg.eigvalsh(H)).min()


def chiral_block(L, V):
    """Two-component operator of the c = -1 sector in the same basis."""
    return (np.kron(t * K2 * 4 / L**2 - mu * IN, one)
            - alpha * np.kron(G1 * 2 / L, eps)
            + np.kron(IN, V * sx - pairing * eps))


# ---- half-line zero mode
def decaying_roots(V, c=1):
    r = np.roots([t**2, 0, 2 * t * mu + alpha**2, 2 * c * alpha * pairing,
                  mu**2 + pairing**2 - V**2])
    return r[r.real > 0]


def end_mode(V):
    """Roots, normalised spinor coefficients and amplitudes B_j."""
    kap = decaying_roots(V).astype(complex)
    w = np.array([V + alpha * kap + pairing, t * kap**2 + mu])
    sp_c = w * np.cross(w[0], w[1])          # columns sum to zero at x = 0
    norm = np.sum((sp_c.conj().T @ sp_c) / (kap.conj()[:, None] + kap))
    sp_c = sp_c / np.sqrt(norm.real)
    slope = -sp_c @ kap
    big = slope[np.abs(slope).argmax()]
    sp_c = sp_c * np.conj(big) / abs(big)    # makes the mode real
    slope = -sp_c @ kap
    assert np.abs(sp_c.sum(axis=1)).max() < 1e-9
    assert np.abs(slope.imag).max() < 1e-9
    return kap, sp_c, t * (sx @ slope.real) @ sp_c


for V, expected in [(0.3, (2, 2)), (0.6, (3, 1)), (1.0, (3, 1))]:
    assert (len(decaying_roots(V, 1)), len(decaying_roots(V, -1))) == expected

V1 = 1.0
kap, spinors, B = end_mode(V1)
ip = kap.imag.argmax()
ir = np.abs(kap.imag).argmin()
ell, q = 1 / kap[ip].real, kap[ip].imag
amp, phase = 2 * abs(B[ip]), np.angle(B[ip])
assert kap[ip].real < kap[ir].real

# exact integration-by-parts identity, on a short wire
L_id = 600.0
block = chiral_block(L_id, V1)
U, sing, Wt = np.linalg.svd(block)
assert abs(sing[-1] - wire_level(L_id, V1)) < 1e-7
u = U[:, -1].reshape(N, 2)
v = Wt[-1].reshape(N, 2)
x = L_id * (1 + nodes) / 2
phi = (spinors @ np.exp(-np.outer(kap, x))).real
u_x = np.sqrt(2 / L_id) * (u.T @ g)
left = sing[-1] * np.sum(phi * u_x * weights) * L_id / 2
phi_L = (spinors @ np.exp(-kap * L_id)).real
right = -t * phi_L @ (v.T @ dg_end) * (2 / L_id)**1.5
assert abs(left - right) < 1e-5 * abs(left) + 1e-8

# ---- splitting against length
table = []
for L in [500.0, 1000.0, 1500.0, 2000.0, 2500.0, 3000.0]:
    exact = wire_level(L, V1)
    three = abs(np.sum(B * np.exp(-kap * L)))
    env = amp * np.exp(-L / ell)
    cosine = env * abs(np.cos(q * L - phase))
    table.append((L, exact, three, cosine, env))
    if L >= 1000:
        assert abs(exact - three) < 0.03 * env
    if L >= 1500:
        assert abs(exact - cosine) < 0.02 * env
    if L >= 2000:
        assert abs(exact - three) < 1e-3 * env

# a predicted zero is a true crossing: the real determinant changes sign
n0 = round((1500 * q - phase - np.pi / 2) / np.pi)
L_zero = (phase + np.pi / 2 + n0 * np.pi) / q
E_zero = wire_level(L_zero, V1)
env_zero = amp * np.exp(-L_zero / ell)
assert E_zero < 0.02 * env_zero
sign_a = np.linalg.slogdet(chiral_block(L_zero - 20, V1))[0]
sign_b = np.linalg.slogdet(chiral_block(L_zero + 20, V1))[0]
assert sign_a * sign_b < 0

# ---- near the transition the real root governs the decay
V2 = 0.6
kap2, _, B2 = end_mode(V2)
real2 = kap2[np.abs(kap2.imag).argmin()].real
pair2 = kap2[kap2.imag.argmax()].real
assert real2 < pair2
E3, E4 = wire_level(3000.0, V2), wire_level(4000.0, V2)
length_fit = 1000 / np.log(E3 / E4)
assert abs(length_fit * real2 - 1) < 0.01
E3_formula = abs(np.sum(B2 * np.exp(-kap2 * 3000.0)))
assert abs(E3_formula / E3 - 1) < 0.01
V_near = v_crit + 1e-3
near = decaying_roots(V_near)
near_real = near[np.abs(near.imag).argmin()].real
linear = (V_near**2 - v_crit**2) / (2 * alpha * pairing)
assert abs(near_real / linear - 1) < 0.02


def rate_difference(V):
    r = decaying_roots(V)
    return r[np.abs(r.imag).argmin()].real - r[r.imag.argmax()].real


V_cross = brentq(rate_difference, 0.55, 1.0)
k_c = brentq(lambda y: 10 * t**2 * y**3 + (2 * t * mu + alpha**2) * y
             - alpha * pairing, 0, 0.1)
V_cubic = np.hypot(t * k_c**2 + mu, alpha * k_c + pairing)
assert abs(V_cross - V_cubic) < 1e-8

# ---- below the transition there is no end mode
V0 = 0.3
k_fine = np.linspace(0, 0.08, 8001)
gap0, gap1 = bulk_gap(V0, k_fine), bulk_gap(V1, k_fine)
k_min1 = k_fine[np.abs(bulk_levels(k_fine, V1)).min(axis=1).argmin()]
E_trivial = wire_level(2000.0, V0)
assert E_trivial > 0.5 * gap0

print(f"effective mass / electron mass       {mass_ratio:.3f}")
print(f"t = hbar^2/2m                        {t:.2f} meV nm^2")
print(f"Rashba alpha                         {alpha:.1f} meV nm")
print(f"mu, Delta                            {mu:.2f}, {pairing:.2f} meV")
print(f"critical Zeeman energy               {v_crit:.4f} meV")
print(f"gap at V=1, alpha=0, at k={k_node:.5f}/nm  {gap_no_so:.1e} meV")
print(f"bulk min |E| at V={V0}                {gap0:.4f} meV")
print(f"lowest wire level, V={V0}, L=2000 nm  {E_trivial:.4f} meV")
print(f"bulk min |E| at V={V1}                {gap1:.4f} meV")
print(f"  reached at k                       {k_min1:.5f} 1/nm")
print(f"|E| at k=0, V={V1}                    {bulk_gap(V1, 0.0):.4f} meV")
print(f"V={V1}: real root                     {kap[ir].real:.6f} 1/nm")
print(f"V={V1}: pair, real part               {kap[ip].real:.6f} 1/nm")
print(f"V={V1}: pair, imaginary part q        {q:.6f} 1/nm")
print(f"V={V1}: decay length ell              {ell:.2f} nm")
print(f"V={V1}: crossing spacing pi/q         {np.pi / q:.2f} nm")
print(f"V={V1}: amplitude 2|B|                {amp:.4f} meV")
print(f"V={V1}: phase arg B                   {phase:.4f} rad")
print(f"identity at L=600 nm, left side      {left:.6e} meV")
print(f"identity at L=600 nm, right side     {right:.6e} meV")
print("E0 in meV at V=1: L/nm, diagonalized, 3 exponentials, cosine, envelope")
for L, e, th, co, en in table:
    print(f"  {L:6.0f}  {e:.5e}  {th:.5e}  {co:.5e}  {en:.5e}")
E2000 = table[3][1]
freq = E2000 * 1e-3 * const.e / const.h / 1e6
print(f"BdG level distance 2*E0, L=2000 nm   {2 * E2000:.5e} meV")
print(f"parity splitting E0/h, L=2000 nm     {freq:.3f} MHz")
print(f"predicted crossing length            {L_zero:.2f} nm")
print(f"  E0 there / envelope there          {E_zero / env_zero:.2e}")
print(f"V={V2}: 1/real root                   {1 / real2:.2f} nm")
print(f"V={V2}: 1/real part of pair           {1 / pair2:.2f} nm")
print(f"V={V2}: E0 at L=3000 nm, diagonalized {E3:.5e} meV")
print(f"V={V2}: E0 at L=3000 nm, formula      {E3_formula:.5e} meV")
print(f"V={V2}: E0 at L=4000 nm, diagonalized {E4:.5e} meV")
print(f"V={V2}: decay length from these two   {length_fit:.2f} nm")
print(f"field where the decay rates agree    {V_cross:.5f} meV")
print(f"  common decay rate                  {k_c:.6f} 1/nm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
effective mass / electron mass       0.020
t = hbar^2/2m                        1904.99 meV nm^2
Rashba alpha                         50.0 meV nm
mu, Delta                            0.30, 0.40 meV
critical Zeeman energy               0.5000 meV
gap at V=1, alpha=0, at k=0.02527/nm  2.8e-16 meV
bulk min |E| at V=0.3                0.2000 meV
lowest wire level, V=0.3, L=2000 nm  0.2023 meV
bulk min |E| at V=1.0                0.3464 meV
  reached at k                       0.03457 1/nm
|E| at k=0, V=1.0                    0.5000 meV
V=1.0: real root                     0.009595 1/nm
V=1.0: pair, real part               0.003934 1/nm
V=1.0: pair, imaginary part q        0.034898 1/nm
V=1.0: decay length ell              254.19 nm
V=1.0: crossing spacing pi/q         90.02 nm
V=1.0: amplitude 2|B|                0.5411 meV
V=1.0: phase arg B                   -1.0620 rad
identity at L=600 nm, left side      5.283606e-02 meV
identity at L=600 nm, right side     5.283606e-02 meV
E0 in meV at V=1: L/nm, diagonalized, 3 exponentials, cosine, envelope
     500  7.16989e-02  6.92126e-02  7.13868e-02  7.56855e-02
    1000  1.79401e-03  1.79335e-03  1.77541e-03  1.05865e-02
    1500  1.48100e-03  1.48093e-03  1.48078e-03  1.48078e-03
    2000  3.54096e-05  3.54096e-05  3.54083e-05  2.07125e-04
    2500  2.72942e-05  2.72942e-05  2.72942e-05  2.89715e-05
    3000  1.98568e-06  1.98568e-06  1.98568e-06  4.05239e-06
BdG level distance 2*E0, L=2000 nm   7.08191e-05 meV
parity splitting E0/h, L=2000 nm     8.562 MHz
predicted crossing length            1544.96 nm
  E0 there / envelope there          7.74e-05
V=0.6: 1/real root                   439.40 nm
V=0.6: 1/real part of pair           208.62 nm
V=0.6: E0 at L=3000 nm, diagonalized 1.48443e-04 meV
V=0.6: E0 at L=3000 nm, formula      1.48442e-04 meV
V=0.6: E0 at L=4000 nm, diagonalized 1.52627e-05 meV
V=0.6: decay length from these two   439.60 nm
field where the decay rates agree    0.71348 meV
  common decay rate                  0.004551 1/nm
ALL CHECKS PASSED
```
